# Does a saturated silicon photomultiplier beat the Poisson limit on light?: test program

```python
"""
Result under test: a silicon photomultiplier with N cells, evenly lit by a
short Poisson pulse with mean mu potential triggers (x = mu/N), has a
sub-Poisson fired-cell count n, Var(n)/mean(n) = exp(-x), yet the light level
inferred from n has variance N*(exp(x)-1), larger than the ideal value mu.
K        : number of potential triggers in one pulse
slope    : d mean(n) / d mu
excess F : variance of inferred mu divided by mu
The law of n is built by throwing triggers one by one into random cells.
"""
import numpy as np
from scipy.stats import poisson, binom
from scipy.optimize import brentq

rng = np.random.default_rng(20241)

# Example inputs: rough typical values for a fast plastic scintillator.
side_mm, pitch_um = 3.0, 75.0
energy_keV, yield_per_keV = 2000.0, 10.0
collection, efficiency = 0.30, 0.40
decay_ns, slow_decay_ns, recovery_ns = 2.0, 40.0, 50.0
cells_per_side = int(round(side_mm * 1000 / pitch_um))
N = cells_per_side ** 2
photons = int(round(energy_keV * yield_per_keV * collection))
mu0 = photons * efficiency
x0 = mu0 / N

# Exact occupancy law: row K holds P(n fired | K triggers).
K_max = 5400
n = np.arange(N + 1)
table = np.zeros((K_max + 1, N + 1))
table[0, 0] = 1.0
for k in range(K_max):
    table[k + 1] = table[k] * n / N
    table[k + 1, 1:] += table[k, :-1] * (N - n[:-1]) / N
K_values = np.arange(K_max + 1)
mean_given_K = table @ n


def moments(law):
    mean = law @ n
    return mean, law @ (n - mean) ** 2


def poisson_weights(mu):
    w = poisson.pmf(K_values, mu)
    return w / w.sum()


def analyse(mu):
    """All quantities from the exact law and finite differences."""
    h = 0.1
    w = poisson_weights(mu)
    law = w @ table
    up, down = poisson_weights(mu + h) @ table, poisson_weights(mu - h) @ table
    mean, var = moments(law)
    slope = (up @ n - down @ n) / (2 * h)
    ok = law > 1e-20
    fisher = np.sum(((up - down)[ok] / (2 * h)) ** 2 / law[ok])
    cov = np.sum(w * (K_values - mu) * mean_given_K)
    part = law[:-1] / law[:-1].sum()          # n = N cannot be inverted
    estimate = -N * np.log1p(-n[:-1] / N)
    est_mean = part @ estimate
    est_var = part @ (estimate - est_mean) ** 2
    k = int(round(mu))
    fixed_slope = (mean_given_K[k + 1] - mean_given_K[k - 1]) / 2
    fixed_var = moments(table[k])[1] / fixed_slope ** 2
    return dict(law=law, mean=mean, var=var, slope=slope, fisher=fisher,
                cov=cov, bias=est_mean - mu, est_var=est_var,
                fixed_var=fixed_var, err=np.sqrt(var) / slope)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


results = {}
for x in (0.25, 0.75, x0, 3.0):
    mu = N * x
    r = results[x] = analyse(mu)
    target = N * np.expm1(x)
    assert np.max(np.abs(r["law"] - binom.pmf(n, N, -np.expm1(-x)))) < 1e-9
    assert close(r["var"] / r["mean"], np.exp(-x), 1e-6)
    assert close(r["slope"], np.exp(-x), 1e-4)
    assert close(r["cov"] / mu, r["slope"], 1e-4)
    assert close(r["err"] ** 2, target, 1e-3)
    assert close(1 / r["fisher"], target, 1e-3)
    assert np.sqrt(r["var"]) / r["mean"] < 1 / np.sqrt(mu) < r["err"] / mu
    # Inversion formulas are leading terms; next ones are of order exp(x)/N.
    assert close(r["est_var"], target, 3 * np.exp(x) / N)
    assert close(r["bias"], np.expm1(x) / 2, 3 * np.exp(x) / N)
    # Fixed-K formula is a large-N limit with corrections of order 1/K.
    assert close(r["fixed_var"], N * (np.expm1(x) - x), 0.01)

ex = results[x0]
F0 = ex["err"] ** 2 / mu0

# Fixed number of incident photons, each detected with the given efficiency.
law_fixed = binom.pmf(K_values, photons, efficiency) @ table
photon_var = moments(law_fixed)[1] / ex["slope"] ** 2
assert close(photon_var, mu0 * (1 - efficiency) + N * (np.expm1(x0) - x0), 0.01)

# Light level with the least relative error at fixed N.
x_best = brentq(lambda x: x * np.exp(x) - 2 * np.expm1(x), 0.5, 3.0)
rel_best = analyse(N * x_best)["err"] / (N * x_best)
for shifted in (x_best - 0.3, x_best + 0.3):
    assert analyse(N * shifted)["err"] / (N * shifted) > rel_best


def excess(signal, count):
    """F from the correlation of any signal with the Poisson count."""
    return 1 / np.corrcoef(signal, count)[0, 1] ** 2


# Recovery in the pulse: trigger chance and charge follow the overvoltage.
def recovering_cells(decay, samples=400000):
    count = rng.poisson(x0, samples)
    width = count.max()
    times = rng.exponential(decay, (samples, width))
    times[np.arange(width) >= count[:, None]] = np.inf
    times.sort(axis=1)
    level, last, charge = np.ones(samples), np.zeros(samples), np.zeros(samples)
    for j in range(width):
        present = np.isfinite(times[:, j])
        now = np.where(present, times[:, j], last)
        level = 1 - (1 - level) * np.exp(-(now - last) / recovery_ns)
        fire = present & (rng.random(samples) < level)
        charge += level * fire
        level[fire] = 0.0
        last = now
    gain_in_charge = charge.mean() / np.mean(count > 0) - 1
    return gain_in_charge, excess(charge, count)


fast_extra, fast_F = recovering_cells(decay_ns)
slow_extra, slow_F = recovering_cells(slow_decay_ns)
assert close(fast_F, F0, 0.02)      # sampling error is about 0.3 percent
assert slow_extra > 10 * fast_extra and slow_F < 0.95 * F0

# Crosstalk on the cell lattice (edges joined), four neighbours per cell.
crosstalk = 0.10


def crosstalk_pulses(x, pulses=2000):
    hits = rng.poisson(x, (pulses, cells_per_side, cells_per_side))
    fired = hits > 0
    moves = ((1, 1), (-1, 1), (1, 2), (-1, 2))
    links = [rng.random(hits.shape, dtype=np.float32) < crosstalk / 4
             for _ in moves]
    while True:
        grown = fired.copy()
        for link, (step, axis) in zip(links, moves):
            grown |= link & np.roll(fired, step, axis)
        if np.array_equal(grown, fired):
            return fired.sum((1, 2)), hits.sum((1, 2))
        fired = grown


runs = [crosstalk_pulses(x0) for _ in range(8)]
ct_signal = np.concatenate([a for a, b in runs])
ct_count = np.concatenate([b for a, b in runs])
ct_F = excess(ct_signal, ct_count)
low, high = crosstalk_pulses(x0 - 0.1)[0], crosstalk_pulses(x0 + 0.1)[0]
ct_slope = (high.mean() - low.mean()) / (0.2 * N)
ct_slope_cov = np.cov(ct_signal, ct_count)[0, 1] / mu0
assert close(ct_slope_cov, ct_slope, 0.06)   # both slopes carry about 1 percent
assert ct_signal.var() / ct_slope ** 2 > mu0

# Gain spread and afterpulses (each counted as a full extra charge).
gain_spread, afterpulse = 0.05, 0.03
v_after = afterpulse * (1 - afterpulse) / (1 + afterpulse) ** 2
v_charge = (1 + gain_spread ** 2) * (1 + v_after) - 1
charge_F = np.expm1(x0) / x0 * (1 + v_charge * np.exp(x0))
M = 1000000
hits = rng.poisson(x0, M)
cell_charge = rng.normal(1, gain_spread, M) * (1 + (rng.random(M) < afterpulse))
assert close(excess((hits > 0) * cell_charge, hits), charge_F, 0.015)

# Uneven light: half of the cells get 30 percent more, half 30 percent less.
uneven = 0.30
share = np.array([1 + uneven, 1 - uneven])
q = np.exp(-x0 * share)
uneven_F = np.mean(q * (1 - q)) / (x0 * np.mean(share * q) ** 2)
h1, h2 = rng.poisson(x0 * share[0], M), rng.poisson(x0 * share[1], M)
assert close(excess((h1 > 0) * 1.0 + (h2 > 0), h1 + h2), uneven_F, 0.015)

# Intrinsic spread of the scintillator light adds in quadrature.
intrinsic = 0.03
levels = rng.normal(mu0, intrinsic * mu0, 400000)
counts = rng.binomial(N, -np.expm1(-levels / N))
inferred = -N * np.log1p(-counts / N)
total_rel = np.hypot(ex["err"] / mu0, intrinsic)
assert close(inferred.std() / mu0, total_rel, 0.015)

# Dark counts in the gate, and gain drift for one kelvin of warming.
dark_kHz_mm2, gate_ns = 100.0, 200.0
dark = dark_kHz_mm2 * 1e3 * side_mm ** 2 * gate_ns * 1e-9
breakdown_V_K, overvoltage_V = 0.05, 3.0
gain_change = -breakdown_V_K / overvoltage_V
drift = -N * np.log1p(-(1 + gain_change) * ex["mean"] / N) / mu0 - 1
assert close(drift, gain_change * F0, 0.05)   # second-order term is 3 percent


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Device side", f"{side_mm:.0f}", "mm")
show("Cell pitch", f"{pitch_um:.0f}", "um")
show("Number of cells N", N)
show("Deposited energy", f"{energy_keV:.0f}", "keV")
show("Light yield", f"{yield_per_keV:.0f}", "photons/keV")
show("Light collection", f"{100*collection:.0f}", "%")
show("Detection efficiency", f"{100*efficiency:.0f}", "%")
show("Photons on device", photons)
show("Mean potential triggers mu", f"{mu0:.0f}")
show("Load x = mu/N", f"{x0:.3f}")
show("Mean fired cells", f"{ex['mean']:.1f}")
show("Standard deviation of fired cells", f"{np.sqrt(ex['var']):.2f}")
show("Square root of mean fired cells", f"{np.sqrt(ex['mean']):.2f}")
show("Variance/mean of fired cells", f"{ex['var']/ex['mean']:.4f}")
show("Response slope", f"{ex['slope']:.4f}", "cells/trigger")
show("Error of inferred mu", f"{ex['err']:.2f}", "triggers")
show("Ideal Poisson error", f"{np.sqrt(mu0):.2f}", "triggers")
show("Excess variance factor F", f"{F0:.3f}")
show("Excess error factor sqrt(F)", f"{np.sqrt(F0):.3f}")
naive = np.sqrt(ex["var"]) / ex["mean"]
for name, rel in (("Naive", naive), ("Ideal", 1 / np.sqrt(mu0)),
                  ("True", ex["err"] / mu0)):
    show(name + " relative error", f"{100*rel:.2f}", "%")
    show(name + " energy error", f"{energy_keV*rel:.1f}", "keV")
show("Error limit from Fisher information", f"{ex['fisher']**-0.5:.2f}", "triggers")
show("Spread of logarithmic inversion", f"{np.sqrt(ex['est_var']):.2f}", "triggers")
show("Bias of logarithmic inversion", f"{ex['bias']:.2f}", "triggers")
show("Error for K itself, K fixed", f"{np.sqrt(ex['fixed_var']):.2f}", "triggers")
show("Error, fixed incident photons", f"{np.sqrt(photon_var):.2f}", "triggers")
show("Ideal lossy counter, fixed photons",
     f"{np.sqrt(mu0*(1-efficiency)):.2f}", "triggers")
print("Table: x, variance/mean, naive %, ideal %, true %, F")
for x, r in results.items():
    mu = N * x
    print(f"  {x:.2f}  {r['var']/r['mean']:.3f}  "
          f"{100*np.sqrt(r['var'])/r['mean']:.2f}  {100/np.sqrt(mu):.2f}  "
          f"{100*r['err']/mu:.2f}  {r['err']**2/mu:.3f}")
show("Load of least relative error", f"{x_best:.4f}")
show("Least relative error at this N", f"{100*rel_best:.3f}", "%")
show("Decay, slow decay, recovery",
     f"{decay_ns:.0f}, {slow_decay_ns:.0f}, {recovery_ns:.0f}", "ns")
show("Recovery, fast pulse: added charge", f"{100*fast_extra:.2f}", "%")
show("Recovery, slow pulse: added charge", f"{100*slow_extra:.1f}", "%")
show("Recovery, slow pulse: F", f"{slow_F:.2f}")
show("Crosstalk 10 %: added fired cells",
     f"{100*(ct_signal.mean()/ex['mean']-1):.1f}", "%")
show("Crosstalk 10 %: F (sampled)", f"{ct_F:.1f}")
show("Gain spread 5 %, afterpulses 3 %: F", f"{charge_F:.2f}")
show("Uneven light +-30 %: F", f"{uneven_F:.2f}")
show("Dark counts (100 kHz/mm2, 200 ns)", f"{dark:.2f}", "per gate")
show("True error with 3 % intrinsic spread", f"{100*total_rel:.2f}", "%")
show("Ideal error with 3 % intrinsic spread",
     f"{100*np.hypot(1/np.sqrt(mu0), intrinsic):.2f}", "%")
show("Gain change per K (0.05 V/K, 3 V over)", f"{100*gain_change:.2f}", "%")
show("Resulting shift of inferred mu per K", f"{100*drift:.2f}", "%")
print("checks complete")
```

Output:

```
Device side: 3 mm
Cell pitch: 75 um
Number of cells N: 1600
Deposited energy: 2000 keV
Light yield: 10 photons/keV
Light collection: 30 %
Detection efficiency: 40 %
Photons on device: 6000
Mean potential triggers mu: 2400
Load x = mu/N: 1.500
Mean fired cells: 1243.0
Standard deviation of fired cells: 16.65
Square root of mean fired cells: 35.26
Variance/mean of fired cells: 0.2231
Response slope: 0.2231 cells/trigger
Error of inferred mu: 74.64 triggers
Ideal Poisson error: 48.99 triggers
Excess variance factor F: 2.321
Excess error factor sqrt(F): 1.524
Naive relative error: 1.34 %
Naive energy error: 26.8 keV
Ideal relative error: 2.04 %
Ideal energy error: 40.8 keV
True relative error: 3.11 %
True energy error: 62.2 keV
Error limit from Fisher information: 74.64 triggers
Spread of logarithmic inversion: 74.78 triggers
Bias of logarithmic inversion: 1.74 triggers
Error for K itself, K fixed: 56.32 triggers
Error, fixed incident photons: 67.90 triggers
Ideal lossy counter, fixed photons: 37.95 triggers
Table: x, variance/mean, naive %, ideal %, true %, F
  0.25  0.779  4.69  5.00  5.33  1.136
  0.75  0.472  2.37  2.89  3.52  1.489
  1.50  0.223  1.34  2.04  3.11  2.321
  3.00  0.050  0.57  1.44  3.64  6.362
Load of least relative error: 1.5936
Least relative error at this N: 3.107 %
Decay, slow decay, recovery: 2, 40, 50 ns
Recovery, fast pulse: added charge: 0.26 %
Recovery, slow pulse: added charge: 22.3 %
Recovery, slow pulse: F: 1.56
Crosstalk 10 %: added fired cells: 2.2 %
Crosstalk 10 %: F (sampled): 2.6
Gain spread 5 %, afterpulses 3 %: F: 2.63
Uneven light +-30 %: F: 2.52
Dark counts (100 kHz/mm2, 200 ns): 0.18 per gate
True error with 3 % intrinsic spread: 4.32 %
Ideal error with 3 % intrinsic spread: 3.63 %
Gain change per K (0.05 V/K, 3 V over): -1.67 %
Resulting shift of inferred mu per K: -3.76 %
checks complete
```
